# Analytical gradient of local X2C with free-atom decoupling matrices

**Setting.** Hartree atomic units are used, $c$ is the speed of light, the nuclei are point charges $Z_A$ at $\mathbf R_A$, and there is no external field. The large components are expanded in real primitive functions $\chi_\mu(\mathbf r-\mathbf R_{A})$ times spin functions. Each primitive sits on one nucleus, has a fixed exponent, refers to space-fixed axes, and belongs to a complete shell of $2l+1$ functions. The small components are expanded in $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu/2c$ (restricted kinetic balance). The matrices $S$, $T$, $V$ and $W$ represent $1$, $p^2/2$, the nuclear attraction $\hat V$, and $\boldsymbol\sigma\cdot\mathbf p\,\hat V\,\boldsymbol\sigma\cdot\mathbf p$. The Dirac operator with $c^2$ subtracted has diagonal blocks $\hat V$ and $\hat V-2c^2$ and off-diagonal blocks $c\,\boldsymbol\sigma\cdot\mathbf p$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the off-diagonal matrix is $c\cdot 2T/2c=T$, the small-component metric is $2T/4c^2$, and the lower diagonal matrix is $W/4c^2-2c^2\cdot 2T/4c^2$:

$$D=\begin{pmatrix}V&T\\T&\frac{W}{4c^2}-T\end{pmatrix},\qquad M=\begin{pmatrix}S&0\\0&\frac{T}{2c^2}\end{pmatrix},\qquad DC=MC\varepsilon,\quad C^\dagger MC=1 .$$

With $n$ spin-orbitals, the $2n$ solutions are assumed to fall into $n$ electronic ones $C_+$ and $n$ negative-energy ones $C_-$, separated by a gap, and the upper block $C_+^L$ is assumed invertible. A prime denotes $d/d\lambda$ for a displacement of the nuclei with their functions.

## (a) The decoupling matrices

*Define $X=C_+^S(C_+^L)^{-1}$, $\tilde S=S+X^\dagger TX/2c^2$, $R=(S^{-1}\tilde S)^{-1/2}$ and $U=\binom{R}{XR}$. On what does $X$ depend? Evaluate $U^\dagger MU$ and $U^\dagger DU$. What changes when $X=\oplus_A X_A$ and $R=\oplus_A R_A$ are assembled from atomic pieces while $D$ stays molecular?*

**Solution.** Replacing $C_+$ by $C_+Y$ with any invertible $Y$ gives $C_+^SYY^{-1}(C_+^L)^{-1}=X$. So $X$ depends on the electronic subspace and not on the vectors chosen in it, and degenerate levels cause no ambiguity.

Let $\tilde Sv=Sv\lambda$ with $v^\dagger Sv=1$. All $\lambda_i\ge1$ because $X^\dagger TX$ is positive semidefinite. From $v^{-1}=v^\dagger S$ follow $S^{-1}\tilde S=v\lambda v^\dagger S$ and $R=v\lambda^{-1/2}v^\dagger S$. Then, with $v^\dagger\tilde Sv=\lambda$ and $vv^\dagger=S^{-1}$,

$$U^\dagger MU=R^\dagger\tilde SR=Sv\lambda^{-1/2}\lambda\lambda^{-1/2}v^\dagger S=S .$$

Block multiplication gives

$$U^\dagger DU=R^\dagger LR,\qquad L=V+TX+X^\dagger T-X^\dagger TX+\frac{X^\dagger WX}{4c^2}.$$

Because $U=C_+(C_+^L)^{-1}R$, the columns of $U$ span the electronic subspace, so the eigenvalues of $U^\dagger DU$ in the metric $S$ are the electronic eigenvalues of $D$. This is one-electron X2C.

With block-diagonal $X$ and $R$ the atom-pair blocks are $(U^\dagger DU)_{AB}=U_A^\dagger D_{AB}U_B$. The metric identity survives for $A=B$, since $S_{AA}$ and $T_{AA}$ are the matrices from which $R_A$ is built. For $A\ne B$ the block is $R_A^\dagger(S_{AB}+X_A^\dagger T_{AB}X_B/2c^2)R_B$, which nothing forces to equal $S_{AB}$. The local scheme is therefore an approximation to full X2C, defined by using $U^\dagger DU$ together with the metric $S$. The definition is incomplete until the potential in the atomic problem is named. Four variants are distinguished below: *free* ($X_A$, $R_A$ from $S_{AA}$, $T_{AA}$ and the $V$, $W$ of nucleus $A$ alone), *block* ($X_A$, $R_A$ from the diagonal blocks of the molecular matrices, which contain all nuclei), *molR* (free-atom $X$, with $R$ from the molecular $S$, $T$), and *full* (molecular $X$ and $R$).

## (b) The gradient for an arbitrary $U$

*A constant matrix $N$ contracts the primitives, $h=N^\dagger U^\dagger DUN$ and $S_c=N^\dagger SN$. The energy is the two-component Hartree–Fock energy with bare Coulomb repulsion. Find $E'$ without assuming anything about $U'$.*

**Solution.** With occupied orbital vectors $b_i$, $P=\sum_i b_ib_i^\dagger$, and contracted spin-orbitals $p,q,r,s$,

$$E=\mathrm{tr}(Ph)+\sum_{pqrs}\Gamma_{pqrs}(pq|rs)+V_{nn},\qquad \Gamma_{pqrs}=\tfrac12\left(P_{qp}P_{sr}-P_{sp}P_{qr}\right).$$

The change of $E$ through $P$ is $\mathrm{tr}(FP')$, where $F$ is the Fock matrix. At convergence $Fb_i=S_cb_i\epsilon_i$, so

$$\mathrm{tr}(FP')=\sum_i\left(b_i'^\dagger Fb_i+b_i^\dagger Fb_i'\right)=\sum_i\epsilon_i\left(b_i'^\dagger S_cb_i+b_i^\dagger S_cb_i'\right).$$

Differentiating $b_i^\dagger S_cb_i=1$ shows that the bracket equals $-b_i^\dagger S_c'b_i$. Hence $\mathrm{tr}(FP')=-\mathrm{tr}(QS_c')$ with $Q=\sum_i\epsilon_ib_ib_i^\dagger$. Since $b_i^\dagger Fb_j=\epsilon_i\delta_{ij}$, this is also $Q=PFP$. Therefore

$$E'=\mathrm{tr}(Ph')+\sum\Gamma_{pqrs}(pq|rs)'-\mathrm{tr}(QS_c')+V_{nn}' .$$

The orbitals are normalized in $S_c$, so the small-component metric $T/2c^2$ has no energy-weighted term of its own.

The product rule with $N'=0$ gives $h'=N^\dagger(U^\dagger D'U+U'^\dagger DU+U^\dagger DU')N$. Let $P_p=NPN^\dagger$ be the density in the primitives. It is Hermitian, so the traces of the second and third terms are complex conjugates, and cyclic invariance gives

$$\mathrm{tr}(Ph')=\mathrm{tr}(D'P^{(4)})+\rho,\qquad P^{(4)}=UP_pU^\dagger,\qquad \rho=2\,\mathrm{Re}\,\mathrm{tr}(P_pU^\dagger DU').$$

The SCF procedure makes $E$ stationary with respect to the orbitals. It does not vary $U$, so it gives no reason for $\rho$ to vanish. With $U'=\binom{R'}{XR'}+\binom{0}{X'R}$, the first piece gives $U^\dagger D\binom{1}{X}R'=R^\dagger LR'$. The second picks the right block column of $D$. The response term is

$$\rho=2\,\mathrm{Re}\,\mathrm{tr}\,P_pR^\dagger\left\{LR'+\left[T+X^\dagger\left(\tfrac{W}{4c^2}-T\right)\right]X'R\right\}.$$

## (c) The derivatives of $X$ and $R$

*Express $X'$ and $R'$ through the derivatives of the matrices from which $X$ and $R$ are built.*

**Solution.** Individual eigenvectors need not be differentiable at a degeneracy, but a subspace isolated by a gap is. Choose a smooth basis $C_+(\lambda)$ of it with $DC_+=MC_+\Lambda$, where $\Lambda(0)=\varepsilon_+$ is diagonal. Expand $C_+'=C_+y+C_-u$. Differentiating gives

$$D'C_++DC_+'=M'C_+\varepsilon_++MC_+'\varepsilon_++MC_+\Lambda' .$$

Multiply from the left by $C_-^\dagger$ and use $C_-^\dagger D=\varepsilon_-C_-^\dagger M$, $C_-^\dagger MC_-=1$, $C_-^\dagger MC_+=0$. The terms in $y$ and $\Lambda'$ drop out, leaving $C_-^\dagger D'C_++\varepsilon_-u=C_-^\dagger M'C_+\varepsilon_++u\varepsilon_+$, or

$$u_{pi}=\frac{\left[C_-^\dagger(D'-\varepsilon_iM')C_+\right]_{pi}}{\varepsilon_i-\varepsilon_p}.$$

Differentiating $XC_+^L=C_+^S$ gives $X'=(C_+^{S\prime}-XC_+^{L\prime})(C_+^L)^{-1}$. The part from $y$ is $(C_+^S-XC_+^L)y=0$, so

$$X'=(C_-^S-XC_-^L)\,u\,(C_+^L)^{-1}.$$

For $R$, put $A=S^{-1}\tilde S$ and $B=A^{1/2}=R^{-1}$, with eigenvalues $q_i=\sqrt{\lambda_i}$. From $SA=\tilde S$ follows $A'=S^{-1}(\tilde S'-S'A)$, and with $v^{-1}=v^\dagger S$ and $Av=v\lambda$,

$$v^{-1}A'v=v^\dagger\tilde S'v-v^\dagger S'v\,\lambda .$$

From $B^2=A$ follows $B'B+BB'=A'$, whose elements in the eigenbasis are $(v^{-1}B'v)_{ij}(q_i+q_j)=(v^{-1}A'v)_{ij}$. From $RB=1$ follows $R'=-RB'R$, which divides element $ij$ by $q_iq_j$:

$$R'=vKv^\dagger S,\qquad K_{ij}=-\frac{(v^\dagger\tilde S'v)_{ij}-(v^\dagger S'v)_{ij}\lambda_j}{q_iq_j(q_i+q_j)},$$

$$\tilde S'=S'+\frac{X'^\dagger TX+X^\dagger T'X+X^\dagger TX'}{2c^2}.$$

Both results are linear and homogeneous in $S',T',V',W'$. The denominators are the gap between the two branches and $q_iq_j(q_i+q_j)\ge2$, so neither vanishes.

## (d) Free-atom matrices

*Evaluate $X'$ and $R'$ for the free variant and write $E'$ in terms of $n\times n$ matrices. Check the limit $c\to\infty$ and the spin-free case.*

**Solution.** A free-atom potential element is

$$V^A_{\mu\nu}=-Z_A\int\chi_\mu(\mathbf r-\mathbf R_A)\,\frac{1}{|\mathbf r-\mathbf R_A|}\,\chi_\nu(\mathbf r-\mathbf R_A)\,d^3r .$$

The substitution $\mathbf r\to\mathbf r+\mathbf R_A$ has unit Jacobian and removes $\mathbf R_A$ from the integrand. It does the same for $S_{AA}$, and for $T_{AA}$ and $W^A$ because $\mathbf p=-i\nabla$ keeps its form under a translation. No other nucleus appears. So $D_A'=M_A'=0$ for every nuclear displacement. By (c), $u=0$ gives $X_A'=0$. Then $\tilde S_A'=0$ and $K=0$ give $R_A'=0$. The direct sums inherit this, so $U'=0$ and $\rho=0$. The matrices $X_A$ and $R_A$ are constants fixed by the nuclear charge, the primitive set and $c$. The argument needs nucleus and basis functions to move together with fixed exponents and axes. It also covers a finite nuclear charge distribution carried rigidly with the centre. It does not apply to exponents or centres that are reoptimized with the geometry, or to an external potential with a non-uniform field included in the atomic problem. In a uniform field a displacement only adds a constant to the potential, so $D_A'$ is a multiple of $M_A$ while $M_A'=0$. Since $C_-^\dagger MC_+=0$, (c) still gives $u=0$, and $X_A$ and $R_A$ remain constant.

The blocks of $P^{(4)}=UP_pU^\dagger$ are

$$P^{LL}=RP_pR^\dagger,\qquad P^{SL}=XP^{LL}=(P^{LS})^\dagger,\qquad P^{SS}=XP^{LL}X^\dagger .$$

The trace of a product of block matrices is $\sum_{ab}\mathrm{tr}(D'_{ab}P^{ba})$. The $LL$ block gives $V'P^{LL}$, the $LS$ and $SL$ blocks give $T'P^{SL}$ and $T'P^{LS}$, and the $SS$ block gives $(W'/4c^2-T')P^{SS}$. Collecting terms,

$$E'=\mathrm{tr}(V'P^{LL})+\mathrm{tr}\left[T'(P^{SL}+P^{LS}-P^{SS})\right]+\frac{\mathrm{tr}(W'P^{SS})}{4c^2}+\sum\Gamma_{pqrs}(pq|rs)'-\mathrm{tr}(QS_c')+V_{nn}' .$$

Here $V'$, $T'$, $W'$ are derivatives of the molecular matrices with all nuclei. The three densities do not depend on the displacement and are formed once.

For $c\to\infty$ in a fixed basis, $X\to1$ and $R\to1$, as part (f) shows. All blocks become $P_p$, the kinetic density becomes $P_p+P_p-P_p=P_p$, the $W'$ term vanishes, and the Hartree–Fock gradient with $\mathrm{tr}[(V'+T')P_p]$ remains.

The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ splits $W=w_0+i\sum_k\sigma_kw_k$, with $w_0$ real symmetric and $w_k$ real antisymmetric. The matrices $V'$, $T'$, $w_0'$ are spin-free, real and symmetric, so they select the real part of the spin-traced densities. Each $w_k'$ is contracted with the Hermitian matrix $\mathrm{tr}_{\rm spin}(\sigma_kP^{SS})$ and, being antisymmetric, selects its imaginary part. Deleting the $w_k$ everywhere gives the scalar-relativistic scheme, and no step above is altered.

## (e) Integral derivatives, net force and torque

*Give $V'$, $W'$, $T'$, $S'$ for a displacement of nucleus $A$. What are the net force and the torque?*

**Solution.** Since $\partial_{\mathbf R_A}\chi_\mu(\mathbf r-\mathbf R_A)=-\nabla\chi_\mu$, the basis contributes to any operator $\hat O$

$$-\delta_{\mu\in A}\langle\nabla\mu|\hat O|\nu\rangle-\delta_{\nu\in A}\langle\mu|\hat O|\nabla\nu\rangle .$$

For $S$ and $T$ this is all. For $V$ the operator moves too. The integral $\langle\mu|r_A^{-1}|\nu\rangle$, regarded as a function of three independent centres, is unchanged by a common translation, so the three centre derivatives add to zero. The operator derivative is minus the sum of the two basis derivatives, which gives the term

$$-Z_A\left(\langle\nabla\mu|r_A^{-1}|\nu\rangle+\langle\mu|r_A^{-1}|\nabla\nu\rangle\right)$$

for all $\mu,\nu$. For $W$ the same expressions hold with $\boldsymbol\sigma\cdot\mathbf p\,\chi$ in place of $\chi$, because $\nabla$ commutes with $\mathbf p$. For $\mu,\nu\in A$ the operator term cancels the basis term of nucleus $A$'s own potential, which is the result of (d) again.

A common translation leaves every molecular integral and $V_{nn}$ unchanged, so $\sum_A\partial E/\partial\mathbf R_A=0$. A joint rotation of space and spin maps each complete shell onto itself and is represented by a unitary $\Omega=\oplus_A\Omega_A$. The free-atom operators are invariant under it, so $\Omega_AO\,\Omega_A^\dagger=O$ for the four atomic matrices. The vectors $\Omega_AC_+^L,\ \Omega_AC_+^S$ then solve the same Dirac problem and span the same subspace, so by (a) $\Omega_AX_A\Omega_A^\dagger=X_A$, and the same follows for $\tilde S_A$ and $R_A$. At the rotated geometry the molecular matrices are $\Omega O\Omega^\dagger$, hence $R^\dagger LR\to\Omega R^\dagger LR\,\Omega^\dagger$. The contraction mixes radial functions within one $l$ and carries $\Omega$ over to the contracted basis. Rotating $P$ in the same way reproduces $E$. For an infinitesimal rotation $\delta\mathbf R_A=\boldsymbol\theta\times\mathbf R_A$, $\delta E=\boldsymbol\theta\cdot\sum_A\mathbf R_A\times\partial E/\partial\mathbf R_A=0$, so the torque vanishes.

## (f) Variants for which the result fails

*Find the leading order in $1/c$ of $\rho$ for the block, molR and full variants, in a fixed finite basis.*

**Solution.** Multiply both rows of $DC_+=MC_+\varepsilon_+$ by $(C_+^L)^{-1}$ from the right and put $\mathcal E=C_+^L\varepsilon_+(C_+^L)^{-1}$. The upper row is $V+TX=S\mathcal E$, and the lower row is $T+(W/4c^2-T)X=TX\mathcal E/2c^2$. Eliminating $\mathcal E$,

$$T-TX+\frac{WX}{4c^2}=\frac{TX\,S^{-1}(V+TX)}{2c^2}.$$

For electronic solutions $\mathcal E$ stays finite as $c\to\infty$, so $X\to1$. With $X=1+X_2/c^2+\dots$, the terms of order $c^{-2}$ read $-TX_2+W/4=TS^{-1}(V+T)/2$. Expanding also $(1+S^{-1}T/2c^2)^{-1/2}$,

$$X_2=\tfrac14T^{-1}W-\tfrac12S^{-1}(V+T),\qquad R=1-\frac{S^{-1}T}{4c^2}+O(c^{-4}).$$

In $\rho$, the factor multiplying $X'$ is $T-X^\dagger T+X^\dagger W/4c^2$, which is $O(c^{-2})$ for any $X=1+O(c^{-2})$. An $X'$ of order $c^{-2}$ therefore contributes at order $c^{-4}$.

*Block.* Here $S_{AA}'=T_{AA}'=0$, but $V_{AA}$ and $W_{AA}$ contain the other nuclei, and the substitution of (d) leaves $\mathbf R_B-\mathbf R_A$ in the integrand. Thus $X_A'=(T_{AA}^{-1}W_{AA}'/4-S_{AA}^{-1}V_{AA}'/2)/c^2+\dots$, where the diagonal blocks themselves are inverted. A uniform potential $v_0$ adds $v_0S$ to $V$ and $2v_0T$ to $W$, that is $v_0M$ to $D$, which leaves the eigenvectors unchanged. It is the non-uniform part of the foreign potential that drives $X_A'$. Further, $\tilde S'=(X'^\dagger TX+X^\dagger TX')/2c^2=O(c^{-4})$, so $R'=O(c^{-4})$. Both pieces of $\rho$ are $O(c^{-4})$.

*molR.* Here $X'=0$, but the interatomic blocks of $S$ and $T$ change. From $(S^{-1})'=-S^{-1}S'S^{-1}$ follows $R'\to-S^{-1}(T'-S'S^{-1}T)/4c^2$. With $L\to T+V$ and $R\to1$,

$$\rho=\frac{a}{c^2}+O(c^{-4}),\qquad a=-\tfrac12\,\mathrm{Re}\,\mathrm{tr}\left[P_p(T+V)S^{-1}(T'-S'S^{-1}T)\right].$$

*Full.* The $X'$ piece is $O(c^{-4})$ and $R'$ has the same leading term, so the same $a$ applies at the same density.

## (g) Carbon monoxide

*CO is placed at $R=2.2$ bohr along $(1,2,2)/3$ and treated by two-component X2C Hartree–Fock in the cc-pVDZ basis, decoupled in 52 spatial primitives and contracted to 28 functions, with $c=137.035999$. Assemble $dE/dR$ for a displacement of O along the bond from the numerical output below, and assess the response terms.*

**Solution.** The three one-electron terms, in hartree/bohr, add to

$$26.41127710-1.80313187+0.00478402=24.61292925 .$$

The nuclear term is $-Z_CZ_O/R^2=-48/4.84=-9.91735537$. With the two-electron and overlap terms,

$$\frac{dE}{dR}=24.61292925-13.74386416-0.82003757-9.91735537=+0.13167215,$$

or $+6.771$ eV/Å. The positive sign means that the bond is longer than its equilibrium length at this level. The eight decimals serve the comparison with finite differences and are not a physical accuracy. The value is far from the basis limit: the spin-free version of the scheme, which gives $0.1317$ in cc-pVDZ, gives $0.139$ in uncontracted cc-pVDZ, $0.142$ in cc-pVTZ and $0.143$ in uncontracted cc-pVTZ. One third of the result, $0.04389072$, is the $x$ component on O. Four Cartesian components were tested against finite differences of SCF energies, with $X_A$ and $R_A$ recomputed at each displaced geometry, and the largest deviation is $1.0\times10^{-9}$ hartree/bohr. Net force, torque and the energy change on rotating the molecule are at the $10^{-14}$ to $10^{-13}$ level. The sign of the spin–orbit part of $W$ was tested on the $2p$ splitting of O$^{7+}$: $6.830764\times10^{-3}$ hartree from the matrix against $6.830725\times10^{-3}$ from the Dirac formula.

The transformed densities are needed. Using $P_p$ in the nonrelativistic expression gives $26.41572394-1.80322329=24.61250065$, which is off by $-4.286\times10^{-4}$. That is $0.3\%$ of the gradient and $61\%$ of the difference $6.988\times10^{-4}$ between the local and the nonrelativistic gradient ($0.13097340$).

The vanishing of $X'$ is not a consequence of $X$ being near the unit matrix: $\max|X-1|$ is $0.22$ for C and $0.31$ for O in the primitive basis. The finite-difference $X'$ and $R'$ of the free variant come out as zero to the last bit, not as rounding noise, which indicates that the one-centre integrals are returned unchanged at the displaced positions. The discriminating evidence lies in the contrast with the other variants. Along a general displacement of both nuclei, block has $\max|X'|=3.04\times10^{-5}$ and $\max|R'|=3.23\times10^{-8}$ bohr$^{-1}$, the ordering found in (f), and molR has $\max|R'|=1.35\times10^{-3}$ bohr$^{-1}$. The formula of (c) for $X'$ was tested against finite differences for block and full, and that for $R'$ for block, molR and full; in the remaining cases the finite differences were compared with zero. The sum $\mathrm{tr}(D'P^{(4)})+\rho$ was tested at fixed $P$ for all four variants, with energy residuals of at most $2.6\times10^{-10}$ hartree/bohr. At a model value $c=10$ the response grows to $5.6\times10^{-4}$ (block), $-0.48$ (molR) and $-0.015$ (full), and the test that omitting it spoils the derivative is made there.

Along the bond, at the local density, block gives $\rho=1.777\times10^{-8}$ at $c$ and $1.229\times10^{-9}$ at $2c$. The ratio $14.46$ corresponds to the exponent $\log_2 14.46=3.85$, near 4. The term is $1.3\times10^{-7}$ of the gradient: nonzero, but negligible for these two light atoms.

For molR the output departs from the leading law. The coefficient is $a=-0.63403$, so $a/c^2=-3.376\times10^{-5}$, while $\rho=-7.057\times10^{-5}$. The remainder, $-3.680\times10^{-5}$, is as large as the leading term, and the apparent exponent between $c$ and $2c$ is $2.63$. The law is asymptotic. Between $16c$ and $32c$ the exponent is $2.007$, the ratio $\rho c^2/a$ is $1.0016$ at $32c$, and the remainder falls with exponent $3.94$ between $4c$ and $8c$. For full X2C the ratio is $1.0029$ at $16c$, and at the physical $c$ and its own density $\rho=-4.202\times10^{-5}$, closer to $a/c^2$. Part (f) fixes only the leading term common to the two variants, not their remainders.

Full X2C gives $dE/dR=0.13165667$, also tested against finite differences. The local gradient lies $1.548\times10^{-5}$ above it, which is $1.2\times10^{-4}$ of the gradient and $2.2\%$ of the relativistic correction $6.988\times10^{-4}$. The local energy lies $2.676\times10^{-5}$ hartree above the full one, against a relativistic lowering of $6.308\times10^{-2}$ hartree, and the interatomic metric defect $\max|U^\dagger MU-S|$ is $5.0\times10^{-6}$ in the contracted basis. In this basis, dropping $\rho$ from the full gradient is an error $4.202/1.548=2.7$ times that of the local approximation. The truncated expression is no longer the derivative of the full energy, whereas the local formula is the derivative of the local energy. These small numbers belong to contracted cc-pVDZ and do not carry over to other bases. In the spin-free scheme, for cc-pVDZ, uncontracted cc-pVDZ, cc-pVTZ and uncontracted cc-pVTZ in turn, the relativistic correction to the gradient is $7.0$, $3.0$, $6.0$ and $3.0\times10^{-4}$, local minus full is $+1.5$, $+1.1$, $-0.7$ and $-1.1\times10^{-5}$, and the full $\rho$ is $-4.2$, $-4.4$, $-2.3$ and about $+0.1\times10^{-5}$ hartree/bohr. The relativistic lowering of the energy grows to $6.7\times10^{-2}$ hartree in the uncontracted sets. Neither the sign of the local error nor which of the two errors is larger is general. Full X2C is a reference within the model: it leaves out electron correlation, the picture change and spin–orbit parts of the two-electron interaction, finite nuclear size and basis completeness, and the contraction coefficients of cc-pVDZ are nonrelativistic ones.

## Values computed for the example and the checks

```
c = 137.035999 a.u., model c = 10.0 a.u.
O7+ 2p splitting: matrix 6.830764e-03, Dirac formula 6.830725e-03 hartree
CO: R = 2.2 bohr, primitives 52, contracted 28 spatial functions
C: max|X-1| 2.231e-01, max|R-1| 9.870e-02, change of X on translation 0.0e+00
O: max|X-1| 3.100e-01, max|R-1| 1.304e-01, change of X on translation 0.0e+00
max|U^+MU-S| (interatomic, contracted basis) = 4.953e-06
derivative integrals vs finite difference: max error 3.8e-10 (T,W scaled by 2T diagonal)
general direction: max|X'|, max|R'| by finite difference (1/bohr); response, residual (hartree/bohr)
c= 137.0 free  0.00e+00 0.00e+00 +0.000e+00 4.2e-11
c= 137.0 block 3.04e-05 3.23e-08 +2.014e-08 1.8e-10
c= 137.0 molR  0.00e+00 1.35e-03 -7.997e-05 1.2e-10
c= 137.0 full  6.09e-03 1.39e-03 -4.767e-05 1.5e-10
c=  10.0 free  0.00e+00 0.00e+00 +0.000e+00 8.3e-12
c=  10.0 block 5.45e-03 2.15e-04 +5.556e-04 6.7e-11
c=  10.0 molR  0.00e+00 6.23e-02 -4.769e-01 3.8e-11
c=  10.0 full  1.02e-01 1.54e-02 -1.498e-02 2.6e-10
dE/dx(O): analytic +0.04389072, finite difference +0.04389072 hartree/bohr
dE/dy(O): analytic +0.08778144, finite difference +0.08778144 hartree/bohr
dE/dz(O): analytic +0.08778144, finite difference +0.08778144 hartree/bohr
dE/dx(C): analytic -0.04389072, finite difference -0.04389072 hartree/bohr
max error 1.0e-09, net force 2.1e-14 hartree/bohr, torque 7.1e-14 hartree
E(local X2C) = -112.80612635 hartree, change on rotation 2.8e-14 hartree
terms of dE/dR, local X2C (hartree/bohr):
  V' PLL               +26.41127710
  T' (PSL+PLS-PSS)     -1.80313187
  W' PSS/4c^2          +0.00478402
  two-electron         -13.74386416
  -Q S'                -0.82003757
  nuclear repulsion    -9.91735537
dE/dR local X2C = +0.13167215 hartree/bohr = +6.77085 eV/angstrom
untransformed density: tr(V'P) +26.41572394, tr(T'P) -1.80322329, error -4.286e-04 hartree/bohr
nr: E = -112.74304749 hartree, E(local)-E = -6.308e-02 hartree
nr: dE/dR = +0.13097340, response +0.000e+00, local minus this +6.988e-04 hartree/bohr
full: E = -112.80615311 hartree, E(local)-E = +2.676e-05 hartree
full: dE/dR = +0.13165667, response -4.202e-05, local minus this +1.548e-05 hartree/bohr
block: response in dE/dR +1.777e-08 (c), +1.229e-09 (2c) hartree/bohr, exponent 3.85
leading coefficient a = -0.63403 a.u., a/c^2 = -3.376e-05 hartree/bohr
molR: response in dE/dR -7.057e-05 (c), -1.139e-05 (2c) hartree/bohr, exponent 2.63
molR: response -1.327e-07 (16c), -3.303e-08 (32c) hartree/bohr, exponent 2.007
molR: remainder beyond a/c^2 at c -3.680e-05 hartree/bohr, its exponent (4c, 8c) 3.94
response/(a/c^2): molR at 32c 1.0016, full at 16c 1.0029
```
